Rigorous coupled-wave reflectance of copper lines with the inverse factorisation rule

Copper lines 90 nm wide and 150 nm high, with period 200 nm, are embedded in silicon dioxide and lit at 633 nm and 30°, with the magnetic field along the lines. A coupled-wave calculation with 21 Fourier orders gives a reflectance of 0.075. Changing one matrix, at the same number of orders, gives 0.302. A solver that does not expand the permittivity in a Fourier series gives 0.303. The difference comes from how a product of two discontinuous functions is truncated.

**Model and field equations**

The lines run along y, the period Λ is along x, and z points into the sample. The plane of incidence is xz and H = H_y (TM polarisation). Fields vary as exp(−iωt), so absorption means Im ε > 0. The materials are isotropic, local and non-magnetic, and the grating is infinite. Lengths in the equations are in units of 1/k0 = λ/2π, and e = E/Z0, with Z0 the vacuum impedance.

The x and z components of curl H = −iωε0εE, and the y component of curl E = iωμ0H, are

−∂zH = −iεe_x,  ∂xH = −iεe_z,  ∂z e_x − ∂x e_z = iH.

Hence

∂zH = iεe_x,  εe_z = i∂xH,  ∂z e_x = iH + ∂x e_z.

Each field is a sum of orders exp(iκ_n x) with

κ_n = sin θ + nλ/Λ,  n = −M … M.

The vectors h and e hold the coefficients of H and e_x, and K = diag(κ_n). For a function f, [[f]] is the Toeplitz matrix with elements f_{n−m}. If f takes the value f_s between x_s and x_{s+1}, in fractions of a period, then

f_n = Σ_s f_s [exp(−2πinx_s) − exp(−2πinx_{s+1})]/(2πin), n ≠ 0,

and f_0 is the mean.

**Which factor jumps**

At a vertical wall e_z is tangential and therefore continuous. In εe_z only ε jumps, and the truncated product [[ε]]e_z (the Laurent rule) is suitable. With ∂x → iK, the second field equation becomes [[ε]]e_z = i(iKh) = −Kh, so

e_z = −[[ε]]⁻¹Kh,  e′ = ih + iKe_z = i(1 − K[[ε]]⁻¹K)h.

The component e_x is normal to the wall. It jumps together with ε, while D = εe_x is continuous. The product with one jumping factor is now e_x = (1/ε)D, so its truncation is e = [[1/ε]]D. Solving for D gives the inverse rule:

h′ = iAe,  A = [[1/ε]]⁻¹.

The Laurent rule would put A = [[ε]].

**What the Laurent rule loses**

Let f and g be piecewise smooth with period 1 and a common jump at x = 0, where [f] = f(0+) − f(0−). Integration by parts gives f_n ≈ [f]/(2πin) from this jump, and likewise for g. At x = 0, the partial sum of the true product minus the truncated product is

δ = Σ_{|n|≤M} Σ_{|m|>M} f_{n−m}g_m ≈ −([f][g]/4π²) Σ_{|n|≤M} Σ_{|m|>M} 1/[(n−m)m].

Reversing the signs of n and m leaves each term unchanged, so negative m doubles the sum over m > M. With u = m/M and v = n/M, the double sum tends to

−2∫₁^∞ (du/u) ∫₋₁¹ dv/(u−v) = −2∫₁^∞ (du/u) ln[(u+1)/(u−1)].

Putting t = 1/u and expanding the logarithm,

∫₀¹ (dt/t) ln[(1+t)/(1−t)] = 2Σ_{k≥0} 1/(2k+1)² = π²/4.

The double sum is therefore −π²/2, and

δ → [f][g]/8.

Jumps elsewhere give the sum over n or m an oscillating phase. Summation by parts makes their share O(ln M/M), which vanishes. The smoother parts of f and g, with coefficients O(n⁻²), contribute at the same vanishing order.

More orders narrow the region of error but do not remove the error at the wall. As an example, take f = ε for the copper–oxide profile with a wall at x = 0, and g = (x−½)²/ε. The product is continuous and equals 0.25 at the wall. Direct summation at M = 400 gives δ = 0.2367 − 0.0241i, and [f][g]/8 gives the same digits. Nearly the whole product is missing at that point.

**Why the inverse rule works, and when the argument fails**

Let v = 1/ε take the values v₁ and v₂, and let a be a unit vector with a(x) = Σa_n exp(2πinx). Then

a†[[v]]a = ∫₀¹ v(x)|a(x)|² dx = pv₁ + (1−p)v₂,  0 ≤ p ≤ 1.

This number lies on the segment joining v₁ and v₂. If the segment is at distance d > 0 from zero, then ‖[[v]]a‖ ≥ |a†[[v]]a| ≥ d, and so

‖[[v]]⁻¹‖ ≤ 1/d for every M.

Let s = εg be continuous with |s_m| ≤ C/m², as for a function with kinks. The retained coefficients of g = vs are [[v]]s + ρ, where ρ comes from the discarded s_m. The inverse rule therefore has the error [[v]]⁻¹ρ. Since multiplication by v enlarges a norm by at most max|v|,

‖ρ‖ ≤ max|v| (Σ_{|m|>M} C²/m⁴)^{1/2} = O(M^{−3/2}).

A sum of 2M+1 coefficients is at most (2M+1)^{1/2} times their norm, so the pointwise error is O(1/M). In the example above its modulus is 1.0×10⁻⁴ at M = 400. There d = 0.01065, and the smallest singular value of [[1/ε]] is 0.028.

For a lossless metal beside a dielectric, v₁ and v₂ are real with opposite signs. The segment passes through zero, d = 0, and the guarantee is lost. An inversion may then be nearly singular at particular widths and orders. The argument also concerns one product. It does not give a convergence rate for the reflectance, because the complete field has singular edges at the line corners.

**Modes and the short-period limit**

Differentiating h′ = iAe gives h″ = −A(1−K[[ε]]⁻¹K)h. Solutions exp(iqz) satisfy

A(1 − K[[ε]]⁻¹K)W = Wq²,

where the columns of W are modes and q is diagonal with Im q ≥ 0.

Eliminating e_x and e_z from the field equations instead gives, for one mode,

∂x[(1/ε)∂xH] + H = q²H/ε.

At normal incidence, integration over a period removes the first term. As Λ → 0 at finite q², the flux F = (1/ε)∂xH varies by only O(Λ) across a period. Periodicity of H requires ∫εF dx = 0, so F itself is O(Λ) if ⟨ε⟩ ≠ 0, and H becomes constant. Thus

q² → 1/⟨1/ε⟩.

The layers act like capacitors in series: D_x is common to them and their fields add. With rough indices 0.25+3.4i for copper and 1.46 for oxide, ε is −11.50+1.70i and 2.13, and the limit is 4.55+0.12i. The polynomial solver described below gives the same rounded value at a period of 2 nm. At M = 0 the inverse rule already has this limit. The Laurent rule has

⟨ε⟩ = 0.45(−11.50+1.70i) + 0.55(2.13) = −4.00+0.77i.

It turns a layer that transmits a wave into one that behaves like a metal.

At finite period, let α_j = √(ε_j−q²), p_j = α_j/ε_j, and let φ_j be α_j times the segment width. Across a segment, the pair (H, F) is multiplied by the matrix with rows (cos φ_j, sin φ_j/p_j) and (−p_j sin φ_j, cos φ_j). Its determinant is 1. The product over both segments must have eigenvalues exp(±iκ₀Λ), so half its trace gives

cos φ₁ cos φ₂ − ½(p₁/p₂+p₂/p₁) sin φ₁ sin φ₂ = cos(κ₀Λ).

For the 200 nm grating at 30°, a secant search gives q² = 3.568+0.148i for the main mode. At M = 25 the relative error in q² is 2.3×10⁻⁵ with the inverse rule and 1.8×10⁻² with the Laurent rule.

**Stable recursion and reflectance**

In a layer of thickness d, write

h(z) = W[exp(iqz)a + exp(iq(d−z))b].

Both exponentials decay away from the face where they start. From e = A⁻¹h′/i,

e(z) = V[exp(iqz)a − exp(iq(d−z))b],  V = A⁻¹Wq.

Suppose e = Yh is known at the lower face, and let X = exp(iqd). There

V(Xa−b) = YW(Xa+b),

so (V−YW)Xa = (V+YW)b, and

b = ρXa,  ρ = (V+YW)⁻¹(V−YW).

At the upper face h = W(a+Xb) and e = V(a−Xb). Hence

Y_top = V(1−XρX)[W(1+XρX)]⁻¹.

No growing exponential appears. For a uniform medium q² = ε−κ_n² and V/W = q/ε, so a half-space starts with Y = diag(√(ε−κ_n²)/ε). A uniform film uses the same recursion with one number per order.

In air let γ_n = √(1−κ_n²) and Γ = diag(γ_n), with δ₀ the unit vector of the incident order. The fields at the top are h = δ₀+r and e = Γ(δ₀−r). Setting e = Yh gives

(Γ+Y)r = (Γ−Y)δ₀,  R = |r₀|².

In this example only order zero propagates in air.

**Pseudocode**

input: θ, λ, Λ, M, layers from top to bottom, substrate
κ ← sin θ + nλ/Λ for n = −M … M; K ← diag(κ)
Y ← diag(√(ε_sub−κ²)/ε_sub)
for each layer, from bottom to top:
 T ← [[ε]]; S ← [[1/ε]]
 Q, W ← eigenpairs of S⁻¹(1−K T⁻¹ K)
 q ← √Q, with sign chosen so that Im q ≥ 0
 V ← S W q; X ← exp(iq k0 thickness)
 ρ ← solve(V+YW, V−YW)
 Y ← V(1−XρX)[W(1+XρX)]⁻¹
r ← solve(Γ+Y, (Γ−Y)δ₀)
return |r₀|²

For the Laurent rule, replace S⁻¹ by T in the eigenproblem and S by T⁻¹ in V; changing one without the other is inconsistent. Dense work per patterned layer grows as (2M+1)³ and storage as (2M+1)². Going from M = 10 to M = 60 multiplies the leading operation count by (121/21)³ ≈ 190.

**Convergence in the example**

Below the lines lie 200 nm of oxide and then silicon, with rough index 3.88. The reference solver expands H in the grating layer in polynomials of degree 6, on 16 intervals that end at the walls and shrink towards them. The mode equation is multiplied by each basis function and integrated over a period. The result is joined to 6001 plane waves above and below by continuity of H and of the weighted flux (1/ε)∂zH. It gives R = 0.3028. With degree 5, fewer intervals and 3001 waves, R changes by 3×10⁻⁵. The fourth decimal should still be taken as uncertain by about one unit.

If the copper is replaced by oxide, the jump disappears and the two rules coincide. The stack is then a 350 nm film on silicon. The film recursion and the polynomial solver both give R = 0.0928.

For the copper grating:

M = 2: inverse 0.266, Laurent 0.689
M = 5: inverse 0.298, Laurent 0.381
M = 10: inverse 0.302, Laurent 0.075
M = 20: inverse 0.298, Laurent 0.293
M = 40: inverse 0.301, Laurent 0.294
M = 60: inverse 0.302, Laurent 0.296

From M = 10 to M = 60 the inverse rule stays within 0.01 of the reference reflectance. The Laurent rule still departs by more than 0.01 at M = 59. Over M = 41–60 the median absolute errors are 0.0008 and 0.011, and the largest are 0.002 and 0.098.

The size and scatter of the Laurent error are not given by the wall defect alone. With a dielectric line of ε = +11.5+1.7i the defect [f][g]/8 is about half as large, yet the Laurent error in R falls smoothly: 0.008, 0.005, 0.0025 and 0.0013 at M = 5, 10, 20 and 40. The spikes occur with the metal line, where the Laurent rule gives the main mode q = 1.91+0.08i, 1.66+0.16i and 1.94+0.06i at M = 9, 10 and 11, against 1.89+0.04i.

Neither sequence is monotonic: the inverse rule is closer at M = 10 than at M = 20. Agreement between two neighbouring orders is therefore weak evidence of convergence. A scan over a range of M is safer, repeated at several widths because each width changes the matrices.

**Effect on a fitted linewidth**

Reference reflectances at 10°, 20°, 30° and 40° serve as noise-free data. Only the width is fitted, by least squares between 60 and 120 nm, with M = 15 for both rules. The inverse rule returns 91.1 nm against the true 90 nm, with an rms misfit in R of 0.0005. The Laurent misfit has several narrow minima of similar depth, near 78, 83, 97 and 111 nm, each with rms misfit below 0.009. A search started from a 1.5 nm grid ends at 97.3 nm with misfit 0.005; another start can end in another minimum.

At 30° the inverse-rule error is 0.2994−0.3028 = −0.0034, and the reference slope is 0.0036 per nm. The fit should add about 0.9 nm to compensate, close to the 1.1 nm found. The same estimate fails for the Laurent rule. Its error of +0.050 would call for a width about 14 nm smaller if it shared the reference slope, but it does not. At 30° its reflectance is 0.16, 0.35, 0.30, 0.12 and 0.41 at widths of 86, 90, 94, 100 and 102 nm, while the converged value rises smoothly from 0.283 at 84 nm to 0.355 at 102 nm. Such a curve meets the data at several widths, so a small misfit does not certify the width.

For a small change ΔR_i in the data and slopes s_i = ∂R_i/∂w, minimising Σ(s_iδw−ΔR_i)² gives

δw = Σs_iΔR_i/Σs_i².

Independent noise of 0.001 at each angle then gives a width noise of 0.001/√(Σs_i²) = 0.15 nm. For a true change of 1 nm, with ΔR from the inverse rule at M = 30, the formula returns 0.89 nm. The biases below are estimates at about that level or worse. Except for the linewidth spread they use M = 30; on convergence the liner entry moves to about −4.7 nm and the recess entry to about −1.4 nm.

**Comparison with real lines**

The geometry and indices are roughly those of damascene copper test gratings after plating and polishing, but a real stack can contain further films. The following biases apply when the sample has the stated feature and the fitted model omits it:

sidewalls tilted by 2°, wider at the top: +9.3 nm
a 3 nm liner of assumed index 2+2i inside the line: −4.5 nm
copper extinction coefficient higher by 0.1: −4.1 nm
copper recessed by 5 nm: −1.5 nm
electron scattering at the copper walls: −1.0 nm
linewidth spread of 3 nm rms: about +0.1 nm
silicon extinction coefficient 0.02: −0.05 nm
average over angles offset by −3°, 0 and +3°: −0.03 nm

The spread entry averages R over widths of 87 and 93 nm. It is positive because R curves upwards with width. This second difference is smaller than the truncation error at moderate order: the inverse rule gives +1.05, −0.40, −0.09 and +0.15 nm at M = 20, 30, 45 and 60.

The scattering entry uses the Drude increment Δ Im ε ≈ ω_p²(v_F/w)/ω³. Rough values ħω_p = 9 eV and v_F = 1.6×10⁶ m/s give 0.13. This is an order of magnitude only: the field decays within about 30 nm of the copper surface, less than the width, so w is not clearly the relevant length. The rates (3/8)v_F/w and (3/8)v_Fω_p/c would give 0.05 and 0.19, and the width bias scales in proportion.

Vertical walls are the most damaging assumption in this list. The tilt keeps the mean width at 90 nm and makes the top about 95 nm wide, yet the estimated fit exceeds even the top width. For these four angles, wall angle, liner and copper index need independent values or a richer measurement before a 1 nm numerical error becomes the main concern. The tilt was modelled by five vertical-walled slices at M = 30. The entry becomes +10.7 nm at M = 20, +9.8 nm at M = 45, and +9.5 nm with 10 or 20 slices at M = 30, so its decimal is not settled; with truly slanted walls in place of slices the linear estimate is +9.6 nm. A full nonlinear fit gives about +8.4 nm, still above the top width. Tilt and liner also leave rms misfits of about 0.01 and 0.02, well above a noise of 0.001, so for these two a width-only fit would show that something is missing. The copper extinction and scattering entries leave only about 0.0013, close to that noise, so their bias would pass unnoticed.
